Valley–orbit level ratio of a silicon donor, compared with phosphorus

**Problem**

The conduction band of silicon has six equivalent minima, or valleys, at wavevectors ±k₀ along the cubic axes x, y and z. A substitutional donor binds an electron in a state built from all six. Take each valley function as a plane wave times a smooth envelope, with the same envelope for all valleys, and leave out spin. Two valleys whose wavevectors differ by q are coupled by the attractive matrix element

H_ij = −C/q², C > 0.

The sixfold level splits into a singlet A1, a triplet T2 and a doublet E.

(a) Find the ratio R = (T2 − A1)/(E − T2), where each label stands for the energy of that level.

(b) For phosphorus the measured gaps are roughly 12 meV and 1.3 meV, a ratio near 9. What does this say about the couplings, and does wavevector-dependent screening account for it?

**A tempting solution**

Call the coupling of opposite valleys −G and that of perpendicular valleys −F. Opposite valleys are 2k₀ apart. Perpendicular valleys are √(k₀² + k₀²) = √2 k₀ apart. Therefore

G = C/(4k₀²), F = C/(2k₀²), F = 2G.

First combine opposite valleys. On each axis the even state (|+⟩ + |−⟩)/√2 has energy −G and the odd state (|+⟩ − |−⟩)/√2 has energy +G. The three odd states form T2, so T2 = G.

Next couple the three even states. Valleys on different axes are coupled by −F, so the 3×3 matrix has −G on its diagonal and −F elsewhere. The vector (1,1,1) gives A1 = −G − 2F. Vectors whose components sum to zero give E = −G + F. With F = 2G,

A1 = −5G, T2 = G, E = G.

T2 and E coincide, and R is infinite. Phosphorus, with its small second gap, would then be a slightly perturbed version of this result.

**Where it fails**

The values of G and F are right, and so are the pair energies. The fault is the coupling between two even pair states. Each is a normalized sum of two valleys, so four valley couplings contribute:

⟨even x|H|even y⟩ = (1/√2)(1/√2)(−F − F − F − F) = −2F.

The tempting solution used −F, the coupling of single valleys.

The sum of the levels does not reveal the error: −5G + 3G + 2G = 0, as a matrix with zero diagonal requires. The sum of their squares does. It must equal the sum of |H_ij|² over all matrix elements. Each of the six valleys has one opposite and four perpendicular partners, so this sum is

6G² + 24F² = 6G² + 96G² = 102G².

The wrong levels give 25G² + 3G² + 2G² = 30G².

**Correct solution of (a)**

Two couplings suffice for symmetry reasons. Fix the phase of each valley function so that it is positive at the donor. The tetrahedral operations about the donor then permute the valley functions without extra phases. They consist of permutations of the axes combined with an even number of sign changes. Permutations carry any opposite pair into any other. Sign changes carry the pair (+x,+y) into (−x,−y), (+x,−y) and (−x,+y), where a flip of z supplies the second sign change when needed. Permutations then reach all other perpendicular pairs. An operation also exists that exchanges the two members of any pair, so each coupling equals its own complex conjugate and is real.

The diagonal energy is common to all valleys and is set to zero, since it cancels in the gaps.

An odd state on one axis does not couple to a valley on another axis, because its two contributions are −F/√2 and +F/√2. It does not couple to the even state on its own axis either. So T2 = +G, three times.

The even states have diagonal energy −G and mutual coupling −2F. The vector (1,1,1) gives

A1 = −G − 2(2F) = −G − 4F.

For a vector (u,v,w) with u + v + w = 0, the first row gives −Gu − 2F(v + w) = −Gu + 2Fu, and the other rows behave alike. Hence

E = −G + 2F, twice.

The gaps are

T2 − A1 = G − (−G − 4F) = 2G + 4F,
E − T2 = (−G + 2F) − G = 2F − 2G.

Divide both by 2G and write r = F/G:

R = (1 + 2r)/(r − 1).

The inverse-square law has r = 2, so

A1 = −9G, T2 = G, E = 3G,
R = 10G/(2G) = 5.

The squares now add to 81G² + 3G² + 18G² = 102G², as they must.

Two limits show what R measures. A contact potential couples all pairs equally, so r = 1: T2 and E merge and R diverges. If the coupling of opposite valleys is negligible, r is large and R tends to 2. For positive couplings with F < G, E lies below T2 and the level order changes.

**Why the coupling can follow an inverse square**

Let f(s) = f₀ exp(−s/a) be an isotropic envelope, with s the distance from the donor, and let K = e²/(4πε₀). For a Coulomb potential with constant relative permittivity ε,

H_ij = −(K/ε) ∫ f² exp(iq·s)/s d³s.

The angular integral of exp(iq·s) is 4π sin(qs)/(qs). The volume element supplies s², so all powers of s outside the sine and exponential cancel:

H_ij = −(4πK f₀²/(εq)) ∫₀^∞ exp(−2s/a) sin(qs) ds.

The remaining integral is the imaginary part of 1/(2/a − iq), which is q/(q² + 4/a²). Thus

H_ij = −4πK f₀²/[ε(q² + 4/a²)].

When qa ≫ 1 this becomes −C/q² with C = 4πK f₀²/ε. The short-distance Coulomb singularity sets the coupling, and the envelope enters through its density at the donor.

**Numbers for a shallow donor**

Take rough silicon values: lattice constant L = 0.543 nm, k₀ = 0.85(2π/L) = 9.836 nm⁻¹ and ε = 11.7. The envelope of a valley is an ellipsoidal exponential with radii 2.5 nm across and 1.4 nm along the valley axis. Its normalization gives

f₀² = 1/(π × 2.5² × 1.4) = 0.0364 nm⁻³,

and hence C = 56.26 meV/nm². For the reference model, keep this density at the donor and the pure inverse-square law:

G = 56.26/19.67² = 0.145 meV,
F = 56.26/13.91² = 0.291 meV.

The levels are −1.309, 0.145 and 0.436 meV. The gaps are 1.454 and 0.291 meV, with ratio 5. An isotropic envelope of the same volume has a = 2.061 nm, and keeping its 4/a² term changes R to 5.01.

**Solution of (b): what the phosphorus gaps imply**

Let D₁ = T2 − A1 and D₂ = E − T2. From the gap formulas,

D₁ + D₂ = (2G + 4F) + (2F − 2G) = 6F,
D₁ − 2D₂ = (2G + 4F) − (4F − 4G) = 6G.

With D₁ = 12 meV and D₂ = 1.3 meV,

F = 13.3/6 = 2.22 meV,
G = (12 − 2.6)/6 = 1.57 meV,
r = 1.41.

Within the common-envelope model, the larger measured R therefore means that the two couplings are more nearly equal than the inverse-square law makes them: the coupling falls more slowly with q. If it is written as 1/qⁿ, then r = (2k₀/√2k₀)ⁿ = 2^(n/2), and n = 2 log₂ r ≈ 1.0. Two separations cannot establish a power law, so this exponent is a way of stating r.

The ratio is also a sensitive quantity:

dR/dr = [2(r − 1) − (1 + 2r)]/(r − 1)² = −3/(r − 1)².

The slope is −3 at r = 2 and about −18 at r = 1.41. There, an increase of r by 0.05 lowers R by nearly 0.9 to first order.

**Does screening account for it?**

The static permittivity describes slowly varying fields. At the intervalley wavevectors the valence electrons screen less. The Thomas–Fermi model estimates this. An electron gas of density n and Fermi energy E_F responds to a potential energy −eφ with a density change eφ ∂n/∂E_F. Poisson's equation then gives

ε(q) = 1 + k_TF²/q², k_TF² = 4πK ∂n/∂E_F.

Since n is proportional to E_F^(3/2), ∂n/∂E_F = 3n/(2E_F). Insert n = k_F³/(3π²), E_F = ħ²k_F²/(2m) and K = ħ²/(m a₀), where a₀ is the Bohr radius and m the free-electron mass:

k_TF² = 4k_F/(πa₀).

Silicon has 32 valence electrons per cubic cell, so n = 32/L³ and k_TF = 20.86 nm⁻¹. To recover the static value at q = 0, use the interpolation

ε(q) = 1 + 1/[1/(ε − 1) + q²/k_TF²].

It gives 2.859 for perpendicular valleys and 2.018 for opposite ones. The weaker screening at larger q favours G, so

r = 2 × 2.018/2.859 = 1.41,

and R = 9.3. Changing k_TF² by −20% or +20% gives 8.8 or 9.6. The form of ε(q) matters more: other common model dielectric functions with the same static value give R between about 8 and 11, and a first gap between about 6 and 9 meV.

The agreement in ratio is not yet an explanation. The calculated gaps are 6.4 and 0.69 meV, slightly more than half of the measured ones. A common factor cancels in R, so R cannot detect an error of overall size. Two further tests of the picture concern the envelope and the valley functions.

**Relaxing the envelope**

Let each level choose its own isotropic radius a/x. Treat the unperturbed state as hydrogen-like, with binding energy B = K/(2εa) = 29.86 meV. At x = 1 its Coulomb energy is −K/(εa) = −2B, and its kinetic energy is therefore B. The kinetic energy scales as x², the Coulomb energy as x, and the intervalley shift δ as the density at the donor, x³. The trial energy is

W(x) = B(x² − 2x) + δx³.

With the inverse-square levels as δ, the local minimum near x = 1 has an A1 radius smaller by about 7% and slightly larger T2 and E radii. R rises from 5 to 5.7. For δ < 0 the cubic term makes W fall without limit at large x, where the trial form no longer applies, so only the local minimum has meaning.

The effect grows with the strength of the coupling. With all couplings multiplied by 3.4 and r still equal to 2, the same treatment gives gaps of 8.0 and 0.86 meV and R = 9.3, with the A1 radius reduced by about a third. A ratio near 9 therefore does not by itself require r near 1.4; that inference depends on the common envelope.

The condition dW/dx = 0 reads 3δx² + 2Bx − 2B = 0. For δ < 0 its solutions are real if 4B² ≥ 24B|δ|, that is, if |δ| ≤ B/6 = 4.98 meV. The screened model has an A1 shift of G + 4F = 5.60 meV in magnitude. Its trial energy therefore has no local minimum, and this trial form gives no relaxed A1 level. The fixed-envelope result R = 9.3 cannot be corrected by this small-shift treatment. The threshold is crossed only narrowly, and the outcome depends on the x³ scaling. With the exact matrix element of the screened potential for the isotropic envelope, the fixed-envelope gaps become 6.2 and 0.65 meV (R = 9.5). A local A1 minimum then appears near x = 1.9, with gaps of about 11.7 and 0.56 meV (R ≈ 21). That minimum disappears again, for x up to 15, if the intravalley Coulomb term is also screened by ε(q). Relaxation can therefore change the first gap by a large factor, and a one-parameter envelope does not fix its value.

Anisotropy of the envelopes is a separate effect. Along a direction n, let p(n) be the sum of the decay rates of the two envelopes. The radial integral gives 1/(p − iq·n)², which is then integrated over directions. With constant ε and the stated radii, G = 0.164 meV, F = 0.296 meV and R = 5.7.

**Replacing plane waves by Bloch functions**

A real valley function contains many plane waves, with wavevectors k + g, where g is a reciprocal-lattice vector. Let c_i(p) be its amplitude at wavevector p. With the density f₀² still held common,

H_ij = −Σ c_i*(p) c_j(p′) 4πK f₀²/[ε(|p′ − p|) |p′ − p|²],

summed over p and p′. The direct separation is now one channel among many.

A local empirical pseudopotential supplies the amplitudes. These describe smooth pseudo-wavefunctions, whose density at the donor is 0.72 of the cell average, whereas the true Bloch function is strongly peaked at the nucleus. A rough orthogonalization to the silicon core states lowers the two values of R listed below to about 0.2 and 3.4, so they hold for the pseudo-wavefunctions only. Its form factors are −0.21, 0.04 and 0.08 Ry at squared reciprocal indices 3, 8 and 11, and its band minimum lies at 0.85(2π/L). The results are:

- constant ε: gaps 0.180 and 0.085 meV, R = 2.1;
- ε(q): gaps 2.41 and 0.427 meV, R = 5.6.

With constant ε, the direct channel between opposite valleys has an amplitude of magnitude 0.162. Its contribution is thus 0.162 × 0.145 = 0.024 meV in magnitude, while the total G is only about 0.002 meV. The direct term has the opposite sign to the plane-wave coupling and is not the largest: the groups of channels with q² = 2.49 and 4.09 in units of (2π/L)² contribute about −0.17 and +0.14 meV to G, and all channels together nearly cancel. This leaves F much larger than G, so R is close to its limit of 2. Because G is a small remainder after cancellation, neither its sign nor the value of r is reliable here: moving k₀ from 0.83 to 0.87 (2π/L) changes the sign of G and moves R from 1.8 to 2.7. The shortest possible channel, 2k₀ reduced by 4π/L, would be strongly favoured by 1/q², but its amplitude vanishes to rounding error.

With ε(q), the return to a value near 5 does not restore the original argument, because many channels now contribute. The same screening that gave 9.3 with plane waves gives 5.6 with Bloch functions. The value 5.6 is converged in the plane-wave cutoff but is otherwise uncertain: it runs from 5.0 to 6.4 as k₀ goes from 0.83 to 0.87 (2π/L), and other common forms of ε(q) with the same static value give about 4 to 7, with first gaps of only 2 to 3 meV. The earlier agreement with phosphorus therefore depended on the plane-wave assumption and on the chosen ε(q). With a fixed common envelope, screening alone does not account for both the measured ratio and the size of the gaps; what envelope relaxation adds is left open by these models.

**The model beside real phosphorus**

The envelope radii, k₀ and permittivity are typical of a shallow donor in silicon, but the intervalley energies of the reference model are not: its A1–T2 gap is about eight times too small. Three assumptions of the reference model can affect the results strongly: the constant permittivity, the plane-wave valleys and, once the shifts approach the measured size, the common envelope. With plane waves, replacing the constant ε by the smaller ε(q) multiplies the first gap by 4.4, while Bloch structure changes R from 5 to 2.1 at constant ε. The difference between the phosphorus and silicon cores is absent from all these calculations. It may supply much of the missing energy, but that is a conjecture here. Temperature matters for observing the gaps. With the rough measured values, bound electrons at 30 K occupy A1, T2 and E in proportions of about 96%, 3% and 1%, so transitions starting from the upper levels are weak but not absent.

The answer to (a) is thus 5:1, as a property of the stated model. For (b), the phosphorus ratio fixes F/G near 1.4 if one envelope serves all levels; it does not identify the mechanism. The numerical output below lists the values for the main cases; in its unit 2pi/a, the letter a stands for the lattice constant, called L here.

Calculated quantities

```
Inputs: lattice 0.543 nm, k0/(2pi/a) 0.85, eps 11.7
Envelope radii: across 2.5 nm, along 1.4 nm
k0 = 9.836 1/nm; separations: opposite 19.67 1/nm, perpendicular 13.91 1/nm
Envelope density at donor = 0.03638 1/nm^3
C = 56.26 meV/nm^2
Inverse-square model: G = 0.1454 meV, F = 0.2908 meV, r = 2.000
Levels A1, T2, E = -1.3086, 0.1454, 0.4362 meV
Gaps T2-A1, E-T2 = 1.4540, 0.2908 meV
Inverse-square ratio R = 5.0000
Isotropic envelope: radius 2.061 nm, R = 5.0146
Phosphorus, rough measured gaps = 12.0, 1.3 meV, R = 9.23
Phosphorus, inferred: G = 1.567 meV, F = 2.217 meV, r = 1.415
Phosphorus, effective power n in 1/q^n = 1.001
Phosphorus T2-A1 gap / model gap = 8.25
Anisotropic envelope: G = 0.1638 meV, F = 0.2956 meV, R = 5.728
Thomas-Fermi wavevector = 20.86 1/nm
eps(q): perpendicular 2.859, opposite 2.018
Screening model: G = 0.843 meV, F = 1.190 meV, r = 1.412
Screening model gaps = 6.447, 0.694 meV, R = 9.29
Screening model R with kTF^2 x 0.8, x 1.2 = 8.81, 9.63
Contraction: unperturbed binding 29.86 meV, R = 5.748
Contraction: inverse-radius factors A1, T2, E = 1.0761, 0.9928, 0.9790
Pseudopotential: band minimum at 0.85 (2pi/a)
Pseudopotential form factors (squared index: Ry) = {3: -0.21, 8: 0.04, 11: 0.08}
Bloch density at donor / cell average = 0.721
Channel amplitudes, opposite: direct 0.1618, short 1.0e-14
Channel amplitudes, perpendicular: direct 0.4158, short 0.2739
Bloch, constant eps: G = 0.0017 meV, F = 0.0442 meV
Bloch, constant eps: gaps 0.1801, 0.0850 meV, R = 2.118
Bloch, eps(q): G = 0.2595 meV, F = 0.4729 meV
Bloch, eps(q): gaps 2.4107, 0.4267 meV, R = 5.649
Thermal energy at 30 K = 2.585 meV
Populations A1, T2, E at that temperature = 96.10, 2.78, 1.12 percent
```
